# Why interstitial copper keeps moving in silicon at room temperature

**Q.** I have a p-type silicon wafer that picked up copper in a furnace. It is now at room temperature, so the copper is frozen where the cooling left it. Metals need heat to diffuse in a solid.

**A.** They need enough heat for their own migration barrier. What barrier do you have in mind?

**Q.** Something above 1 eV. Titanium in silicon has about 1.8 eV, and it certainly stays put.

**A.** For titanium your conclusion is right. Interstitial copper, Cu$^+$, has a barrier of roughly 0.18 eV. It is a small closed-shell ion that slips between the silicon atoms without replacing any of them. Let us turn barriers into times before deciding what is frozen.

The ion sits at tetrahedral interstitial sites. Each has four neighbouring sites at distance $d=\sqrt3\,a/4=0.235$ nm, where $a=0.543$ nm is the lattice constant. Let $\tau_h$ be the mean time between hops. After time $t$ there have been on average $t/\tau_h$ hops $\mathbf d_i$, and

$$
\langle R^2\rangle=\sum_i\langle \mathbf d_i^2\rangle+2\sum_{i<j}\langle\mathbf d_i\cdot\mathbf d_j\rangle=\frac{t}{\tau_h}d^2 .
$$

The cross terms vanish because the four possible hops from any site are equally likely and add to zero, whatever came before. In three dimensions $\langle R^2\rangle=6Dt$, so

$$
D=\frac{d^2}{6\tau_h},\qquad D=D_0e^{-E_m/kT}.
$$

At 300 K, $kT=0.02585$ eV. With the rough value $D_0=3\times10^{-4}$ cm$^2$/s,

$$
D=3\times10^{-4}\,e^{-0.18/0.02585}=2.84\times10^{-7}\ \text{cm}^2/\text{s},
$$

$$
\tau_h=\frac{(2.35\times10^{-8}\ \text{cm})^2}{6(2.84\times10^{-7}\ \text{cm}^2/\text{s})}=3.2\times10^{-10}\ \text{s}.
$$

Copper hops about every 0.3 ns. With similarly rough parameters, iron hops every 17 ms and titanium every $1.6\times10^{16}$ s.

**Q.** So each metal has its own freezing temperature?

**A.** Only after you say how far and for how long. Call a metal frozen if it moves less than a distance $L$ in time $t$. The borderline is $6Dt=L^2$. Inserting $D$, dividing by $6D_0t$ and taking the logarithm gives

$$
-\frac{E_m}{kT_f}=\ln\frac{L^2}{6D_0t}
\quad\Longrightarrow\quad
T_f=\frac{E_m}{k\ln(6D_0t/L^2)} .
$$

Take one day and 100 nm for all three metals, and ignore trapping. For copper the logarithm is $\ln[6(3\times10^{-4})(86400)/(10^{-5})^2]=28.1$, so $T_f=74$ K. Iron gives 266 K and titanium 661 K. The copper figure is a long extrapolation, so read it as "far below room temperature". The barrier makes most of the difference, because $D_0$ enters through a logarithm.

**Q.** But my wafer contains boron. A boron acceptor is negative and copper is positive. They will pair, and then the copper is frozen after all.

**A.** They do pair. Let us first find how quickly. Take $10^{15}$ boron atoms per cm$^3$ and $10^{14}$ copper atoms per cm$^3$. Around one fixed B$^-$, the energy of Cu$^+$ divided by $kT$ is

$$
u(r)=-\frac{R}{r},\qquad R=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r kT}=4.76\ \text{nm},
$$

with $\varepsilon_r=11.7$. At distance $R$ the attraction equals $kT$.

Let $c(r)$ be the density of free copper. In a steady state the inward current $J$ through every sphere is the same. Diffusion and drift together give

$$
J=4\pi r^2D\left(\frac{dc}{dr}+c\frac{du}{dr}\right).
$$

Multiply by $e^u/(4\pi r^2D)$. The right side becomes a total derivative:

$$
\frac{J}{4\pi D}\frac{e^{u}}{r^2}=\frac{d}{dr}\left(c\,e^u\right).
$$

Integrate from the contact distance $r_0=d$, where capture makes $c=0$, to far away, where $u=0$ and $c=c_\infty$:

$$
J=4\pi D\,\ell\,c_\infty,\qquad \frac1\ell=\int_{r_0}^{\infty}\frac{e^{u(r)}}{r^2}\,dr .
$$

For the attraction, $d(e^{-R/r})/dr=(R/r^2)e^{-R/r}$, so

$$
\frac1\ell=\frac{1-e^{-R/r_0}}{R}.
$$

Here $R/r_0$ is about 20, the exponential is negligible, and $\ell=R$. The capture coefficient is $k_a=4\pi DR=1.70\times10^{-12}$ cm$^3$/s. A copper ion among $N$ acceptors per volume is therefore captured after

$$
\tau_p=\frac1{k_aN}=\frac1{(1.70\times10^{-12})(10^{15})}\ \text{s}=0.59\ \text{ms}.
$$

**Q.** Less than a millisecond! That makes my case: the copper is trapped almost at once.

**A.** It makes the first half of your case. Notice that the capture itself required copper to be mobile at 300 K. The second half needs the pairs to last, so we must find how often they break.

In equilibrium, let $c_f$ and $c_p$ be the free and paired copper densities. There are $N_T=8/a^3=5.00\times10^{22}$ interstitial sites per cm$^3$, each with probability $c_f/N_T$ of holding free copper. The attraction reaches over several shells of sites, but let us represent all of it by the four sites next to each boron atom, with their energy lowered by an effective binding energy $E_b$. While few of them are filled, their occupation is larger by $e^{E_b/kT}$. Counting as pairs the excess over random occupation,

$$
c_p=4N\frac{c_f}{N_T}\left(e^{E_b/kT}-1\right)=KNc_f,
\qquad
K=\frac{4(e^{E_b/kT}-1)}{N_T}.
$$

The rough value $E_b=0.43$ eV gives $K=1.34\times10^{-15}$ cm$^3$ and $KN=1.34$. The free fraction is

$$
\frac{c_f}{c_f+c_p}=\frac1{1+KN}=\frac1{2.34}=0.43 .
$$

At equilibrium, pairing and breaking balance: $k_ac_fN=k_dc_p$. Substituting $c_p=KNc_f$ gives $k_d=k_a/K$. The mean life of a pair is

$$
\frac1{k_d}=\frac{K}{k_a}=\frac{1.34\times10^{-15}}{1.70\times10^{-12}}\ \text{s}=0.79\ \text{ms}.
$$

Each copper ion is caught and released again and again. "Paired" describes its state at one instant, not its fate.

**Q.** It still has to stop each time. How much does that slow it down?

**A.** Only free copper moves, but the total $c=c_f+c_p=(1+KN)c_f$ is what we follow. With uniform $N$ and pairing fast compared with transport,

$$
\frac{\partial c}{\partial t}=D\nabla^2c_f=\frac{D}{1+KN}\nabla^2c,
$$

$$
D_{\rm eff}=\frac{D}{1+KN}=\frac{2.84\times10^{-7}}{2.34}=1.21\times10^{-7}\ \text{cm}^2/\text{s}.
$$

The two limits are clear. For $KN\ll1$, boron hardly matters. For $KN\gg1$, $D_{\rm eff}\approx D/(KN)$: ten times the boron gives ten times slower transport, at fixed temperature.

**Q.** Can it cross a real distance, such as the thickness of a wafer?

**A.** Take a wafer of thickness $L_w=500$ µm whose faces absorb all arriving copper. Measure $y$ from the midplane. The slowest-decaying profile that vanishes at both faces is $c\propto\cos(\pi y/L_w)\,e^{-t/\tau}$. Two derivatives in $y$ give a factor $-\pi^2/L_w^2$, and one in $t$ gives $-1/\tau$, so

$$
\tau=\frac{L_w^2}{\pi^2D_{\rm eff}}
=\frac{(0.05)^2}{\pi^2(1.214\times10^{-7})}\ \text{s}=2087\ \text{s}=0.58\ \text{h}.
$$

This is the time for the slowest part to fall by a factor $e$. It is far longer than the millisecond pairing times, which justifies using $D_{\rm eff}$.

**Q.** Then copper should be gone after an afternoon on the shelf.

**A.** With ideal faces, most of it would be. A real face may be positively charged. It then pushes holes away and leaves a layer of negative acceptors, and it repels Cu$^+$. Suppose the repulsive energy at the face is $\phi_s=0.3$ eV. In the depleted layer the charge density is $-eN$, so Poisson's equation gives the copper energy a constant second derivative $e^2N/\varepsilon$, where $\varepsilon=\varepsilon_0\varepsilon_r$. With energy and slope both zero at depth $x=W$,

$$
\phi(x)=\frac{e^2N}{2\varepsilon}(W-x)^2
=\phi_s\left(1-\frac xW\right)^2,\qquad
W=\sqrt{\frac{2\varepsilon\phi_s}{e^2N}}=0.62\ \text{µm}.
$$

The layer is thin, so treat the flux $j$ through it as steady. As before, multiplying the flux equation by $e^u$, now with $u=\phi/kT$, and integrating from the absorbing face gives

$$
D_{\rm eff}c(W)=j\int_0^We^{u}\,dx=j(W+B),
\qquad B=\int_0^W(e^u-1)\,dx .
$$

The term $W$ is the resistance the layer would have without a barrier. The barrier acts like an extra length $B=0.309$ cm, much more than the wafer thickness. It can be moved to the face as the condition $j=D_{\rm eff}c/B$.

With half-thickness $h=L_w/2$, try $c\propto\cos(\beta y/h)$. The diffusive flux at the face is $D_{\rm eff}(\beta/h)\sin\beta$, and it must equal $D_{\rm eff}\cos\beta/B$. Hence

$$
\beta\tan\beta=\frac hB=\frac{0.025}{0.309},\qquad \beta=0.281,
$$

$$
\tau=\frac{h^2}{\beta^2D_{\rm eff}}
=\frac{(0.025)^2}{(0.2807)^2(1.214\times10^{-7})}\ \text{s}=18\ \text{h}.
$$

When $B\to0$, $\beta\to\pi/2$ and the ideal result returns. A numerical solution that keeps this parabolic potential inside the wafer, instead of moving it to the face, agrees with this decay rate within 1%. Letting the holes follow the potential, rather than assuming a sharp depletion edge, gives about 19 h. So the face can set the pace even though the interior is quick.

**Q.** I have also heard that copper precipitates at room temperature. If it moves so easily, must it do that?

**A.** Mobility lets it reach a precipitate. It also needs a reason to join and a precipitate to join. The reason is supersaturation. A rough solubility is

$$
S=5\times10^{23}\,e^{-1.5\ \text{eV}/kT}\ \text{cm}^{-3}.
$$

It equals our $10^{14}$ cm$^{-3}$ at 779 K. Extrapolated to 300 K it is about $0.03$ cm$^{-3}$. But this law describes intrinsic silicon, with equal electron and hole densities $n_i$, as at furnace temperatures. Our wafer is p-type at 300 K, and Cu$^+$ needs an electron to join a neutral precipitate. Equilibrium fixes the product of the Cu$^+$ and electron densities, so scarce electrons allow more dissolved copper. With hole density $p\approx10^{15}$ cm$^{-3}$, $n_i\approx10^{10}$ cm$^{-3}$ and electron density $n_i^2/p$, the solubility becomes $S_p=S\,p/n_i\approx3\times10^3$ cm$^{-3}$. Compared with $10^{14}$ cm$^{-3}$, that is still almost none. For a dilute solute the chemical potential contains $kT\ln c$. Moving one atom from the supersaturated solution to the precipitate therefore lowers the free energy by about

$$
kT\ln\frac{10^{14}}{S_p}\approx0.6\ \text{eV}.
$$

Now suppose the wafer already has $n=10^9$ precipitates per cm$^3$, each of radius $r_0=20$ nm. The capture formula applies again, with $D_{\rm eff}$ because copper spends part of its time paired. For a neutral sphere $u=0$, so $1/\ell=\int_{r_0}^\infty dr/r^2=1/r_0$, and

$$
\tau_n=\frac1{4\pi D_{\rm eff}nr_0}
=\frac1{4\pi(1.214\times10^{-7})(10^9)(2\times10^{-6})}\ \text{s}=328\ \text{s}.
$$

That beats even ideal faces: the copper would mostly precipitate. With roughly $6\times10^{22}$ copper atoms per cm$^3$ of precipitate, taking it all up would enlarge the precipitates by about 5% in volume, so holding $r_0$ fixed is reasonable.

**Q.** You said "neutral". I suppose they need not be.

**A.** In p-type silicon, copper precipitates tend to be positive. Give each a charge of $+50e$. It repels holes and so uncovers negative acceptors. For a simple estimate, let all holes be absent out to a radius $R_s$ where the acceptor charge cancels that of the precipitate: $4\pi R_s^3N/3=50$. Inside, the net enclosed charge number is $50(1-r^3/R_s^3)$, neglecting the small precipitate volume. Gauss's law then gives

$$
\frac{du}{dr}=-50R\left(\frac1{r^2}-\frac r{R_s^3}\right).
$$

Integrating with $u(R_s)=0$,

$$
u(r)=50R\left(\frac1r-\frac3{2R_s}+\frac{r^2}{2R_s^3}\right).
$$

At the precipitate surface $u=10.3$. Putting this potential into $1/\ell$ gives $\ell/r_0=3.8\times10^{-4}$, and the uptake time rises to

$$
\frac{328\ \text{s}}{3.829\times10^{-4}}=8.6\times10^5\ \text{s}=9.9\ \text{days}.
$$

This is a low estimate. The radius $R_s=0.23$ µm is less than twice the Debye length, 0.13 µm, over which holes screen a charge. Many holes therefore remain inside $R_s$, and the acceptors screen the precipitate less than assumed. Letting the holes follow the potential gives about 15 days.

Now the faces win, even with their 0.3 eV barrier. The charge $+50e$, about 0.28 eV of band bending, is an example, and the time depends steeply on it: with holes following the potential, $+30e$ gives about 8 h and $+40e$ about 50 h, so the ranking changes between these values. The copper is equally mobile and equally supersaturated in both cases. Only the charge on the precipitates has changed. And if there are no precipitates at all, new ones must first nucleate, which this calculation does not describe.

**Q.** How far should I trust these times for an actual wafer?

**A.** As rough scales. A lightly boron-doped wafer about half a millimetre thick is an ordinary case; $10^{14}$ cm$^{-3}$ of copper is heavy contamination by device standards. Real surfaces break the ideal-face assumption, and the barrier chosen here moves the time from 0.58 to 18 h. The barrier depends on the oxide and surface treatment, so 18 h is an example, not a prediction.

Pair binding matters nearly as much. Treating copper and boron as point charges in a uniform dielectric, down to atomic distances where that picture is doubtful, gives $K=5.5\times10^{-14}$ cm$^3$ and $D_{\rm eff}=5.1\times10^{-9}$ cm$^2$/s. The ideal-face time becomes 14 h. All the transport times here scale as $1/D_{\rm eff}$, so their ranking is unchanged.

Temperature matters too. With the original binding, the ideal-face time is 3.9 h at 273 K and 0.10 h at 350 K. Cooling slows the hops and also strengthens pairing. Three other corrections are small: the finite copper content changes the free fraction from 0.43 to 0.44, overlapping capture zones change the pairing rate by about 2% or less in a simple cell model, and about 0.1% of the boron is neutral. The numerical output lists these values. Two further effects are left out. A copper gradient creates a hole gradient and hence an electric field; together with the partial filling of boron sites, this raises the diffusivity by about 18% at the starting concentration and shortens the time for the total copper to fall by a factor $e$ by about 5%. Screening of boron by holes lowers the pairing rate by about 3%.

**Q.** And iron? You put its freezing temperature just below room temperature.

**A.** Iron shows why one word, "frozen", is not enough. For singly charged interstitial iron the capture length is the same $R$, so the pairing time scales as $1/D$. With $D=5.6\times10^{-15}$ cm$^2$/s it is 8.4 h at the same boron density. Yet crossing to ideal faces would take over a thousand years, even without pairing. Iron can find a nearby boron atom overnight but cannot leave the wafer.

**Q.** Then I should stop asking whether the wafer is cold, and ask what the metal can do before I next measure it.

**A.** Yes, and ask it separately for each process. On your shelf, titanium does not complete a hop, iron can pair, and copper can pair, break free and travel to a face or a precipitate. For copper, a gettering site can therefore go on collecting after the furnace step is over, provided the site binds copper and no electrostatic barrier keeps it out.

## Calculated quantities

```
Temperature: 300 K; kT: 0.02585 eV
Boron: 1.0e+15 cm^-3; copper: 1.0e+14 cm^-3
Wafer thickness: 500 um
Lattice constant: 0.543 nm; hop: 0.235 nm
Interstitial site density: 4.997e+22 cm^-3
Dielectric constant: 11.7
Cu input: D0 3.0e-04 cm^2/s, Em 0.18 eV
Cu D: 2.840e-07 cm^2/s; hop time 3.245e-10 s
Cu freezing T, 100 nm/day: 74 K
Fe input: D0 1.0e-03 cm^2/s, Em 0.67 eV
Fe D: 5.553e-15 cm^2/s; hop time 1.659e-02 s
Fe freezing T, 100 nm/day: 266 K
Ti input: D0 1.0e-02 cm^2/s, Em 1.80 eV
Ti D: 5.772e-33 cm^2/s; hop time 1.596e+16 s
Ti freezing T, 100 nm/day: 661 K
Coulomb capture length R: 4.761 nm
Cu capture coefficient: 1.699e-12 cm^3/s
Cu-B pairing time: 0.589 ms
Fe-B pairing time: 8.36 h
Cu-B binding input: 0.43 eV; K: 1.340e-15 cm^3
K*N: 1.340; free Cu fraction: 0.427
Cu-B pair lifetime: 0.789 ms
Effective Cu diffusivity: 1.214e-07 cm^2/s
Loss time, ideal faces: 2087 s = 0.58 h
Fe loss time, no pairing: 1447 years
Surface barrier: 0.30 eV; width 0.623 um
Barrier extra length B: 0.3089 cm; beta 0.2807
Loss time with surface barrier: 18.16 h
Solubility inputs: 5.0e+23 cm^-3, 1.50 eV
Extrapolated solubility at 300 K: 3.16e-02 cm^-3
Temperature where solubility equals copper: 779 K
Precipitation driving energy: 0.923 eV per Cu
Precipitates: 1.0e+09 cm^-3, radius 20 nm
Neutral precipitate uptake time: 328 s
Precipitate charge: +50 e; surface u 10.34
Capture reduction, unscreened: 8.067e-05
Capture reduction, screened: 3.829e-04
Charged precipitate uptake time: 9.91 days
Pairing rate, finite cell/dilute: 1.022
Free fraction at finite copper: 0.441
Point-charge pair K: 5.471e-14 cm^3
Point-charge D_eff: 5.097e-09 cm^2/s
Point-charge ideal-face loss time: 13.81 h
Neutral boron fraction, no copper: 8.76e-04
Precipitate volume growth: 5.0 %
Ideal-face loss time at 273 K: 3.92 h
Ideal-face loss time at 350 K: 0.10 h
```
